# Linear response of an insulator to a phonon from occupied orbitals, part 2

Crystal atoms at $\mathbf R+\boldsymbol\tau_s$ are displaced by $\mathbf u_{\mathbf R s}=\lambda\,\mathbf e_s\,e^{i\mathbf q\cdot\mathbf R}+\text{c.c.}$, with $\lambda$ a small complex length and $\mathbf e_s$ dimensionless. Sought are the periodic $dv$ (J/m) and $dn$ (m$^{-4}$ in three dimensions, m$^{-2}$ in one) in

$$\delta V=\lambda e^{i\mathbf q\cdot\mathbf r}\,dv(\mathbf r)+\text{c.c.},\qquad \delta n=\lambda e^{i\mathbf q\cdot\mathbf r}\,dn(\mathbf r)+\text{c.c.},\tag{1}$$

**Assumptions.** (A1) Static, spin-unpolarized Kohn–Sham theory: $H=-\hbar^2\nabla^2/2m_e+V$, $V=V_{\rm ion}+V_H+v_{xc}(n)$, with rigid local ionic potentials $v_s$, Coulomb interaction $w$ and local $v_{xc}$. (A2) Periodic boundary conditions on $N_k$ cells of volume $\Omega$; $\psi_{n\mathbf k}=N_k^{-1/2}e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, $H_{\mathbf k}=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}$, $H_{\mathbf k}u_{n\mathbf k}=\varepsilon_{n\mathbf k}u_{n\mathbf k}$; brackets of periodic functions are one-cell integrals; $\tilde f(\mathbf K)=\int e^{-i\mathbf K\cdot\mathbf r}f\,d^3r$, $p=\sum_{\mathbf G}p_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. (A3) The lowest $n_v$ bands are full, the others empty; the gap is $E_g>0$, the occupied width $W$. (A4) $H$ is real. (A5) $1-K\chi_0$ in (12) is invertible.

**Theorem (to be proved).** With $P_{\mathbf k}=\sum_{m\le n_v}|u_{m\mathbf k}\rangle\langle u_{m\mathbf k}|$, $\alpha>W$ and $f_{xc}=dv_{xc}/dn$ at the ground-state density $n_0$, $dv$ and $dn$ uniquely solve

$$\big[H_{\mathbf k+\mathbf q}+\alpha P_{\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}\big]\,du_{n\mathbf k}=-\big(1-P_{\mathbf k+\mathbf q}\big)\,dv\,u_{n\mathbf k},\qquad n\le n_v,\tag{S}$$

$$dn=\frac{4}{N_k}\sum_{\mathbf k}\sum_{n\le n_v}u^*_{n\mathbf k}\,du_{n\mathbf k},\tag{D}$$

$$dv=dv_{\rm ion}+\sum_{\mathbf G}\tilde w(\mathbf q+\mathbf G)\,dn_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}+f_{xc}(\mathbf r)\,dn(\mathbf r),\tag{V}$$

omitting any term with $\mathbf q+\mathbf G=0$.

**Lemma 1.**

$$dv_{\rm ion}(\mathbf r)=\frac1\Omega\sum_{s,\mathbf G}\big[-i(\mathbf q+\mathbf G)\cdot\mathbf e_s\big]\,\tilde v_s(\mathbf q+\mathbf G)\,e^{-i(\mathbf q+\mathbf G)\cdot\boldsymbol\tau_s}\,e^{i\mathbf G\cdot\mathbf r}.\tag{2}$$

**Lemma 2.** The occupied projector $\rho$ changes by

$$\delta\rho=\sum_{\mathbf k,n\le n_v}\big(|\phi_{n\mathbf k}\rangle\langle\psi_{n\mathbf k}|+|\psi_{n\mathbf k}\rangle\langle\phi_{n\mathbf k}|\big),\tag{3}$$

with $\phi_{n\mathbf k}$ orthogonal to all occupied orbitals.

**Lemma 3.** Lattice sums vanish unless wave vectors match modulo a reciprocal lattice vector. $dn=A+B$ with

$$A=\frac{2}{N_k}\sum_{\mathbf k,n\le n_v}u^*_{n\mathbf k}\,du^+_{n\mathbf k},\qquad B=\frac{2}{N_k}\sum_{\mathbf k,n\le n_v}u_{n\mathbf k}\,(du^-_{n\mathbf k})^*.\tag{7}$$

Here $du^+=du$; $du^-$ solves (S) with $\mathbf q\to-\mathbf q$, $dv\to dv^*$.

**Lemma 4.** The operator in (S) has eigenvalues at least $\min(E_g,\alpha-W)$; $du$ is independent of $\alpha$, $P_{\mathbf k+\mathbf q}\,du_{n\mathbf k}=0$, and, with $M_{mn}(\mathbf k)=\langle u_{m,\mathbf k+\mathbf q}|dv|u_{n\mathbf k}\rangle$,

$$du_{n\mathbf k}=\sum_{c>n_v}\frac{u_{c,\mathbf k+\mathbf q}\,M_{cn}(\mathbf k)}{\varepsilon_{n\mathbf k}-\varepsilon_{c,\mathbf k+\mathbf q}} .\tag{10}$$

**Lemma 5.** Under (A4), $B=A$.

**Remark 1.** Under (A4), unprojected $H_{\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}$ is singular at $\mathbf k=-\mathbf q/2$.

**Remark 2.** Without projection, occupied pairs add to $A$

$$A_{vv}=\frac2{N_k}\sum_{\mathbf k}\sum_{n,m\le n_v}\frac{u^*_{n\mathbf k}\,u_{m,\mathbf k+\mathbf q}\,M_{mn}(\mathbf k)}{\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}} .\tag{8}$$

and to $B$ the opposite terms

$$\frac{u^*_{n\mathbf k}\,u_{m,\mathbf k+\mathbf q}\,M_{mn}(\mathbf k)}{\varepsilon_{m,\mathbf k+\mathbf q}-\varepsilon_{n\mathbf k}},\tag{9}$$

so $A_{vv}+B_{vv}=0$.

**Remark 3 (where the 4 comes from).** One factor 2 is spin and the other is $B=A$. Without (A4), $dn=A+B$ still holds with occupied projectors alone, but the equation at $\mathbf k-\mathbf q$ with source $dv^*$ must be solved as well.

## Lemma 6 (induced potential)

The coefficient of $\lambda e^{i\mathbf q\cdot\mathbf r}$ in $\delta V_H+\delta v_{xc}$ is $K\,dn$, where

$$K\,dn=\sum_{\mathbf G}\tilde w(\mathbf q+\mathbf G)\,dn_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}+f_{xc}\,dn .\tag{11}$$

*Proof.* The Hartree term is linear in $n$, and a convolution acts on a plane wave as $\int w(\mathbf r-\mathbf r')e^{i\mathbf K\cdot\mathbf r'}d^3r'=\tilde w(\mathbf K)e^{i\mathbf K\cdot\mathbf r}$. The $\lambda$ part of $\delta n$ is $\sum_{\mathbf G}dn_{\mathbf G}e^{i(\mathbf q+\mathbf G)\cdot\mathbf r}$, which gives the first term. The chain rule gives $\delta v_{xc}=f_{xc}\,\delta n$, and $f_{xc}$ is real and periodic, so it does not mix the $\lambda$ and $\lambda^*$ parts. If $\mathbf q+\mathbf G=0$ for some $\mathbf G$, the corresponding $dn_{\mathbf G}$ is proportional to the change of the electron number, ${\rm Tr}\,\delta\rho=0$ by (3) and $\langle\psi|\phi\rangle=0$; omitting the term fixes the mean potential and sets the macroscopic field to zero. $\square$

## Proof of the theorem

The change of the full potential is $\delta V=\delta V_{\rm ion}+\delta V_H+\delta v_{xc}$, and Lemmas 1 and 6 give (V). The orbitals respond to this full $\delta V$, so Lemmas 2 to 4 give (S), and Lemmas 3 and 5 give $dn=2A$, which is (D). For uniqueness, (S) and (D) define a linear map $dn=\chi_0\,dv$ on periodic functions, independent of $\alpha$ by Lemma 4. Then (V) reads

$$(1-K\chi_0)\,dv=dv_{\rm ion},\tag{12}$$

which has one solution by (A5). The ingredients of (S), (D) and (V) are $H$, the occupied $u$ and $\varepsilon$, $n_0$ and the ionic data. $\square$

**Remark 4 (spectrum of the screening operator and iteration).** Inserting (10) in (D) gives, for periodic $p$ and $p'$,

$$\langle p'|\chi_0p\rangle=\frac4{N_k}\sum_{\mathbf k,n,c}\frac{\langle u_{c}|p'|u_{n}\rangle^*\langle u_{c}|p|u_{n}\rangle}{\varepsilon_{n\mathbf k}-\varepsilon_{c,\mathbf k+\mathbf q}},$$

so $\chi_0$ is Hermitian and negative semidefinite, and $\chi_0=-X^2$ with $X$ Hermitian. In a finite basis the products $(KX)X$ and $X(KX)$ have the same eigenvalues, so the eigenvalues $\epsilon_i$ of $1-K\chi_0$ are those of the Hermitian matrix $1+XKX$. They are real, and they are at least 1 if $K$ is positive, as the Hartree kernel is. An eigenvalue below 1 requires a negative $f_{xc}$, and (A5) fails when one reaches zero. The iteration $dv\to dv+\beta\,(dv_{\rm ion}+K\chi_0\,dv-dv)$ multiplies the error by $1-\beta(1-K\chi_0)$ and converges if $|1-\beta\epsilon_i|<1$ for all $i$.

**Remark 5 (fractional occupations).** If orbital $n\mathbf k$ has occupation $2f_{n\mathbf k}$ with $f=f(\varepsilon)$, the term in (8) carries the weight $f_{n\mathbf k}$ and the term (9) carries $f_{m,\mathbf k+\mathbf q}$, the occupation of the orbital being perturbed in each case. Summing over all pairs,

$$dn=\frac2{N_k}\sum_{\mathbf k,n,m}\frac{f_{n\mathbf k}-f_{m,\mathbf k+\mathbf q}}{\varepsilon_{n\mathbf k}-\varepsilon_{m,\mathbf k+\mathbf q}}\;u^*_{n\mathbf k}\,u_{m,\mathbf k+\mathbf q}\,M_{mn}(\mathbf k).\tag{13}$$

Within a degenerate level one may diagonalize $\delta V$; each eigenvalue shift $\delta\varepsilon$ changes $f$ by $f'\delta\varepsilon$, so that block of $\delta\rho$ is $f'\,\delta V$ and the quotient is replaced by $f'(\varepsilon)$. The chemical potential stays fixed at first order when $\mathbf q$ is not a reciprocal lattice vector, because the change of electron number, $2\sum f'\langle\psi|\delta V|\psi\rangle$, vanishes by the lattice sum of Lemma 3. Now $\rho=f(H)$ is not a projector, Lemma 2 does not apply, and pairs within partly filled bands contribute. The sum over high bands can still be avoided. If $f$ is negligible outside a finite set of low orbitals, pairs inside the set are summed explicitly with the weight in (13), while pairs with one member outside have the weight $f/(\varepsilon_{\rm low}-\varepsilon_{\rm high})$ and follow from (S) with the projector onto the whole set. The program tests (13), but not this last construction.

**Remark 6 (long wavelengths).** At $\mathbf q=0$ with all $\mathbf e_s$ equal to one real $\mathbf e$, the crystal moves rigidly by $(\lambda+\lambda^*)\mathbf e$, so $V(\mathbf r)\to V(\mathbf r-(\lambda+\lambda^*)\mathbf e)$ and $dv=-\mathbf e\cdot\nabla V$. For other patterns in three dimensions the limit $\mathbf q\to0$ differs in general from $\mathbf q=0$. With $\tilde v_s\to-Z_se^2/(\varepsilon_0q^2)$ the $\mathbf G=0$ term of (2) grows as $1/q$ when $\hat{\mathbf q}\cdot\sum_sZ_s\mathbf e_s\neq0$; it stays finite when this quantity vanishes, as for a transverse pattern or for opposite displacements of two equal ionic charges. In (S) it multiplies $(1-P_{\mathbf k+\mathbf q})u_{n\mathbf k}$, which is of order $q$, so $du$ stays finite. By (D), $dn_{\mathbf 0}$ is proportional to $\sum\langle u_{n\mathbf k}|du\rangle=\sum\langle(1-P_{\mathbf k+\mathbf q})u_{n\mathbf k}|du\rangle$, of order $q$. The Hartree term $\tilde w(\mathbf q)\,dn_{\mathbf 0}$ is then in general of order $1/q$, even when the bare term is finite, since the $\mathbf G\neq0$ components of $dv$ also feed $dn_{\mathbf 0}$. Unless the $1/q$ parts of the bare and Hartree terms add to zero, an insulator keeps a macroscopic field.

**Remark 7 (the screened vertex).** By Lemma 3 the phonon couples $n\mathbf k$ to $m,\mathbf k+\mathbf q$ through $\lambda M_{mn}(\mathbf k)$ with the self-consistent $dv$. This static Kohn–Sham vertex can in one case be read, in modulus, from the levels of the distorted crystal. The orbitals of one band at $\mathbf k=-\mathbf q/2$ and at $\mathbf k+\mathbf q$ are degenerate; suppose that $\delta V$ couples neither of them to any further orbital of the same energy. If neither $\mathbf q$ nor $2\mathbf q$ is a reciprocal lattice vector, the diagonal elements of $\delta V$ vanish and the off-diagonal ones are $\lambda M_{nn}$ and its conjugate. The eigenvalues of this $2\times2$ matrix are $\pm|\lambda||M_{nn}|$, and the first-order splitting is $2|\lambda||M_{nn}|$.

## Worked example

The model is a one-dimensional chain with round parameters. The lattice constant is $a=5.00\times10^{-10}$ m, the ring has $N_k=9$ cells, and each cell has 15 grid points. Two ions with $Z=2$ sit at $0$ and $2.25\times10^{-10}$ m, and four electrons fill $n_v=2$ bands, so $\bar n=8.0\times10^{9}$ m$^{-1}$. Charges interact through $e^2/(4\pi\varepsilon_0\sqrt{x^2+b^2})$, whose transform is $(e^2/4\pi\varepsilon_0)\,2K_0(|K|b)$; the underlying integral $\int_0^\infty\cos(\kappa t)(1+t^2)^{-1/2}dt=K_0(\kappa)$ is tested by quadrature at $\kappa=qb_{ee}$. The lengths are $b_A=0.8\times10^{-10}$ m and $b_B=b_{ee}=1.0\times10^{-10}$ m. A model local term $v_{xc}=-U(n/\bar n)^{1/3}$ with $U=3.0\times10^{-19}$ J gives $f_{xc}=-(U/3\bar n)(n/\bar n)^{-2/3}$. Sublattice A alone is displaced, $e_A=1$ and $e_B=0$, with $q=2\cdot2\pi/(9a)=2.79253\times10^{9}$ m$^{-1}$. Lemmas 2 to 4 use Hermiticity, completeness and lattice translations, all of which the grid keeps, with $\Omega$ replaced by $a$. Lemma 5 also needs a real $H$, which holds on the grid because the potential is real and the kinetic energy takes the same value at each wave vector of the ring and at its opposite. A quoted error of a function is the largest difference over grid points divided by the largest magnitude of the reference. Extra digits are kept where they serve to follow the arithmetic.

The ground state has $E_g=4.993\times10^{-19}$ J ($3.12$ eV) and $W=8.924\times10^{-19}$ J, and $\alpha=2W=1.785\times10^{-18}$ J. At $k=-q/2$ the unprojected operator $H_{k+q}-\varepsilon_{2k}$ has an eigenvalue of magnitude $1.9\times10^{-33}$ J, zero to rounding, as in Remark 1. The lowest eigenvalue of the shifted operator over the mesh is $6.449\times10^{-19}$ J. It lies below the bound $\alpha-W=8.924\times10^{-19}$ J of the occupied block, so it belongs to the empty block, and it lies above $E_g$, which is a lower bound and is not attained at this $q$. Raising $\alpha$ to $10W$ changes $A$ by $1.4\times10^{-15}$, the ratio $|P\,du|/|du|$ stays at or below $6.9\times10^{-15}$, and (S) with (D) agrees with the explicit sum over empty states to $2.7\times10^{-15}$. The cancellation of Remark 2 is a cancellation of large terms. For the bare perturbation, with exactly degenerate pairs left out, the largest single-$k$ term of (8) is $2.20\times10^{20}$ m$^{-2}$, more than the whole unscreened response of $1.57\times10^{20}$ m$^{-2}$ (both are maxima over the 15 grid points of a cell; with finer sampling they rise by about 2 and 5 percent), while $A_{vv}+B_{vv}$ is $3.8\times10^{7}$ m$^{-2}$.

The $G=0$ component of (V) can be followed by hand. With $\tilde v_A=-Z(e^2/4\pi\varepsilon_0)\,2K_0$ and $\tau_A=0$, equation (2) gives

$$dv_{{\rm ion},0}=\frac{iqZ}{a}\,\frac{e^2}{4\pi\varepsilon_0}\,2K_0(qb_A)=i\,\frac{2.79253\times10^{9}\cdot2}{5.00\times10^{-10}}\cdot2.30708\times10^{-28}\cdot2\cdot1.64746=8.491\times10^{-9}\,i\ \text{J/m}.$$

The kernel is $\tilde w(q)=2.30708\times10^{-28}\cdot2\cdot1.43847=6.6373\times10^{-28}$ J m. The self-consistent density component is $dn_0=(-0.2783-9.7244\,i)\times10^{18}$ m$^{-2}$, and the product $\tilde w\,dn_0$ is $(-0.1847-6.4544\,i)\times10^{-9}$ J/m. The local term contributes $(0.0351+0.1418\,i)\times10^{-9}$ J/m. This differs from the mean kernel times $dn_0$, $-1.3536\times10^{-29}\,dn_0=(0.0038+0.1316\,i)\times10^{-9}$ J/m, because the cell average of the product $f_{xc}\,dn$ also contains the products of their $G\neq0$ components. The three parts add to

$$dv_0=\big[(0-0.1847+0.0351)+(8.4911-6.4544+0.1418)\,i\big]\times10^{-9}=(-0.1496+2.1785\,i)\times10^{-9}\ \text{J/m},$$

so $|dv_0|=2.184\times10^{-9}$ J/m and $|dv_0/dv_{{\rm ion},0}|=2.184/8.491=0.257$.

The eigenvalues of $1-K\chi_0$ run from $0.986$ to $1.980$, and by Remark 4 the value below 1 is due to the negative $f_{xc}$. With $\beta=0.3$ the error factors at the two ends are $1-0.3\cdot0.986=0.704$ and $1-0.3\cdot1.980=0.406$, and the loop converged after 59 iterations, in agreement with direct inversion of (12) to $6.9\times10^{-12}$.

The ratio $0.257$ is well below $1/1.980=0.505$, so the reduction of the $G=0$ component is not a division by a dielectric eigenvalue. For a purely Hartree kernel, which is diagonal and positive, $1-K\chi_0=K^{1/2}(1-K^{1/2}\chi_0K^{1/2})K^{-1/2}$, so $[(1-K\chi_0)^{-1}]_{00}$ is a diagonal element of the inverse of a Hermitian matrix with the same eigenvalues and is at least $1/\epsilon_{\max}$. A smaller ratio then needs the $G\ne0$ components of $dv_{\rm ion}$ to feed $dn_0$. That they do feed it is visible in the unscreened $dn_0=(-0.160-1.655\,i)\times10^{19}$ m$^{-2}$: the element $(\chi_0)_{00}$ is real and $dv_{{\rm ion},0}$ is imaginary, so the real part can come from off-diagonal elements only. With $f_{xc}$ included, (12) still gives $dv_0=\sum_G[(1-K\chi_0)^{-1}]_{0G}\,dv_{{\rm ion},G}$, so the ratio $dv_0/dv_{{\rm ion},0}$ is the diagonal element $[(1-K\chi_0)^{-1}]_{00}$, the ordinary screening of the $G=0$ component, plus the contribution of the $G\ne0$ components. The latter accounts only for the difference between the ratio and that diagonal element, not for the whole reduction from 1; the program does not print the two parts separately.

For the vertex at $k=-q/2$, the element from band 2 to band 3 falls from $5.748\times10^{-9}$ J/m ($3.59$ eV/Å) to $2.513\times10^{-9}$ J/m ($1.57$ eV/Å), a ratio of $0.437$. The element within band 2 falls from $5.995\times10^{-9}$ J/m ($3.74$ eV/Å) to $2.81\times10^{-10}$ J/m ($0.175$ eV/Å), a ratio of $0.047$. Since $M$ is linear in $dv$, the induced part here cancels the bare part to within about 5 percent of it; the calculation does not resolve which Fourier components are responsible. The ratios $0.257$, $0.437$ and $0.047$ show that in this model no single dielectric factor $\epsilon(q)$ turns the bare vertex into the screened one.

The independent reference is the whole ring with atoms displaced by $\lambda=\pm1.0\times10^{-14}$ m, solved to self-consistency by diagonalization, with central differences. Relative to it the errors are $5.3\times10^{-8}$ for $\delta V_{\rm ion}$, $6.4\times10^{-8}$ for $\delta n$ and $7.0\times10^{-8}$ for $\delta V$, and the largest Fourier amplitude of $\delta n$ outside $\pm q+G$ is $9.7\times10^{-9}$ of the largest overall. Remark 7 predicts the splitting $2\cdot1.0\times10^{-14}\cdot2.8086\times10^{-10}=5.617\times10^{-24}$ J, and the ring gives $5.617\times10^{-24}$ J. The rigid shift of Remark 6 holds to $1.2\times10^{-4}$ relative to $\partial V/\partial x$. Exact agreement is not expected there, since a continuous translation is not a symmetry of the grid; that the grid accounts for the size of the residue was not tested separately.

Two further tests, at fixed potential and with the bare perturbation, drop (A4) and (A3) in turn. A kinetic term $\gamma\sin(Kd)$ with $\gamma=5.0\times10^{-20}$ J and $d=1.25\times10^{-10}$ m is odd in $K$ and breaks (A4); it also changes the kinetic operator of (A1), whose form Lemmas 2 to 4 do not use. Then $A+B$ matches the ring to $2.8\times10^{-9}$ and the occupied pairs still cancel, whereas $2A$ is off by $1.8\times10^{-2}$. Fermi–Dirac filling with $k_BT=3.0\times10^{-20}$ J and $\mu$ placed $1.645\times10^{-19}$ J above the lowest band-2 level breaks (A3). Equation (13) matches the ring to $7.7\times10^{-9}$, and dropping the pairs within bands 1 and 2 gives an error of $1.04$, as large as the response itself. The program and its output follow.

## Numbers as computed

```
a = 5.00e-10 m, L = 9, nx = 15, filled bands = 2, Z = (2, 2)
b_A = 8.00e-11 m, b_B = 1.00e-10 m, b_ee = 1.00e-10 m, tau_B = 2.250e-10 m
U = 3.00e-19 J, nbar = 8.000e+09 1/m, beta = 0.3, lambda = 1.0e-14 m
e^2/(4 pi eps0) = 2.30708e-28 J m, q = 2.79253e+09 1/m
K0(q b_ee) = 1.43847, K0(q b_A) = 1.64746, w(q) = 6.63732e-28 J m
n0 min = 3.6359e+09 1/m, max = 1.3570e+10 1/m, mean f_xc = -1.3536e-29 J m
gap = 4.9930e-19 J = 3.116 eV
valence width W = 8.9240e-19 J, alpha = 2W = 1.7848e-18 J
|eig| min of H_(k+q)-eps at k=-q/2 = 1.9e-33 J (singular)
lowest eig of shifted operator = 6.4488e-19 J
|P du|/|du| max = 6.9e-15, change for alpha=10W = 1.4e-15
Sternheimer vs sum over empty states: 2.7e-15
valence-valence: largest single-k term = 2.203e+20 1/m^2, total = 3.8e+07 1/m^2
max|dn| unscreened = 1.5712e+20 1/m^2, screened = 1.0958e+20 1/m^2
iterations = 59, dielectric eigenvalues from 0.9861 to 1.9799
dn(G=0) unscreened = -1.60198e+18 -1.65466e+19i 1/m^2
dn(G=0) self-consistent = -2.78340e+17 -9.72441e+18i 1/m^2
dv_ion(G=0) = +4.41163e-25 +8.49110e-09i J/m
dv_H(G=0) = -1.84743e-10 -6.45441e-09i J/m
dv_xc(G=0) = +3.51148e-11 +1.41808e-10i J/m
dv(G=0) = -1.49628e-10 +2.17851e-09i J/m, |dv/dv_ion| = 0.2572
|M| band 2 -> 2, k=-q/2: bare 5.9948e-09 J/m = 3.7417 eV/A
   screened 2.8086e-10 J/m = 0.1753 eV/A, ratio 0.0469
|M| band 2 -> 3, k=-q/2: bare 5.7477e-09 J/m = 3.5874 eV/A
   screened 2.5133e-09 J/m = 1.5687 eV/A, ratio 0.4373
splitting: ring 5.61719e-24 J, 2 lambda |M| = 5.61719e-24 J
vs frozen phonon: dv_ion 5.3e-08, dn 6.4e-08, dv 7.0e-08
weight outside +-q+G = 9.7e-09, vs Dyson = 6.9e-12, translation = 1.2e-04
no time reversal: gamma = 5.0e-20 J, d = 1.250e-10 m
   error of A+B = 2.8e-09, error of 2A = 1.777e-02
metal: mu - band 2 bottom = 1.6451e-19 J, kT = 3.0e-20 J
   error with all pairs = 7.7e-09, without pairs in bands 1-2 = 1.037e+00
```
